# Biorthogonal Method of Moments and the CR-CC(2,3) Triples Correction: a numerical check

```python
# Biorthogonal method of moments and CR-CC(2,3).
# T = T1+T2 solves CCSD, Hbar = exp(-T) H exp(T), E_CC = <0|Hbar|0>, M_K = <K|Hbar|0>.
# Exact: with <Psi| = <0|L exp(-T), L_0 = 1:  E - E_CC = sum_{rank 3..6} l_K M_K.
# CR-CC(2,3): delta = sum_triples X_K M_K / D_K, X_K = <0|Lambda Hbar|K>,
# D_K = E_CC - <K|Hbar|K> = -(one- + two- + three-body parts).
# Variants: A orbital energies, B one-body, C one+two-body, D all parts.
# |K> = a+ b+ c+ k j i |0>; g[p,q,r,s] = <pq||rs>; energies in hartree (Eh).
# Tensor formulas are tested against explicit determinant-space matrices.
import numpy as np
from itertools import combinations
from scipy.sparse import csr_matrix
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, symm, fci
scf.hf.MUTE_CHKFILE = True
KJ = physical_constants['Hartree energy'][0] * N_A / 1000
ein = lambda *a: np.einsum(*a, optimize=True)

class Space:
    """Determinant basis tau_K|0>, sorted by excitation rank."""
    def __init__(s, nso, no, keep=lambda occ: True):
        s.nso, s.no = nso, no
        occs = [c for c in combinations(range(nso), no) if keep(c)]
        occs.sort(key=lambda c: sum(p >= no for p in c))
        s.n = len(occs)
        s.dets = np.array([sum(1 << p for p in c) for c in occs])
        s.holes = [[i for i in range(no) if i not in c] for c in occs]
        s.parts = [[a for a in c if a >= no] for c in occs]
        s.rank = np.array([len(p) for p in s.parts])
        s.par = np.array([1 - 2 * (bin(k).count('1') & 1) for k in range(1 << nso)])
        s.index = -np.ones(1 << nso, int)
        s.index[s.dets] = np.arange(s.n)
        s.phase = np.ones(s.n, int)
        for k in range(s.n):
            d = (1 << no) - 1
            for p in s.holes[k] + s.parts[k][::-1]:
                s.phase[k] *= s.par[d & ((1 << p) - 1)]
                d ^= 1 << p
        occ = ((s.dets[:, None] >> np.arange(nso)) & 1).astype(float)
        s.x, s.y = 1 - occ[:, :no], occ[:, no:]
        s.nP = int((s.rank <= 2).sum())
        ex = [s.act(s.parts[m], s.holes[m]) for m in range(1, s.nP)]
        s.tr, s.tc, s.ts = [np.concatenate([e[k] for e in ex]) for k in range(3)]
        s.tm = np.concatenate([np.full(len(e[0]), m) for m, e in enumerate(ex)])
    def act(s, cre, ann):
        d, ok, sg = s.dets.copy(), np.ones(s.n, bool), s.phase.copy()
        for p in ann:
            ok &= (d & (1 << p)) != 0
            sg = sg * s.par[d & ((1 << p) - 1)]; d = d ^ (1 << p)
        for p in cre[::-1]:
            ok &= (d & (1 << p)) == 0
            sg = sg * s.par[d & ((1 << p) - 1)]; d = d ^ (1 << p)
        rows = s.index[d]
        ok &= rows >= 0
        return rows[ok], np.nonzero(ok)[0], sg[ok] * s.phase[rows[ok]]
    def ham(s, h, g):
        terms = [([p], [q], h[p, q]) for p in range(s.nso) for q in range(s.nso)]
        prs = list(combinations(range(s.nso), 2))
        terms += [(list(a), list(b), g[a + b]) for a in prs for b in prs]
        R, C, V = [], [], []
        for cre, ann, val in terms:
            if abs(val) > 1e-12:
                r, c, sg = s.act(cre, ann)
                R.append(r); C.append(c); V.append(sg * val)
        return csr_matrix((np.concatenate(V), (np.concatenate(R), np.concatenate(C))), shape=(s.n, s.n))
    def T(s, t):
        return csr_matrix((s.ts * t[s.tm], (s.tr, s.tc)), shape=(s.n, s.n))
    def exp(s, T, V, sign=1.0):
        out, term = V.copy(), V
        for k in range(1, s.rank.max() + 1):
            term = sign * (T @ term) / k
            out = out + term
        return out
    def tensors(s, t):
        no, nv = s.no, s.nso - s.no
        t1, t2 = np.zeros((no, nv)), np.zeros((no, no, nv, nv))
        for m in range(1, s.nP):
            hh, pp, v = s.holes[m], [a - no for a in s.parts[m]], t[m - 1]
            if len(hh) == 1:
                t1[hh[0], pp[0]] = v
            else:
                (i, j), (a, b) = hh, pp
                t2[i, j, a, b] = t2[j, i, b, a] = v
                t2[j, i, a, b] = t2[i, j, b, a] = -v
        return t1, t2

def solve_cc(s, H, t):
    """Newton solution of the CCSD projections, then the linear Lambda equations."""
    P = s.nP
    for it in range(60):
        T = s.T(t)
        Tp = T[:P, :P].toarray()
        Hb = (np.eye(P) - Tp + Tp @ Tp / 2) @ (H[:P] @ s.exp(T, np.eye(s.n, P)))
        J = Hb[1:, 1:] - Hb[0, 0] * np.eye(P - 1)
        if abs(Hb[1:, 0]).max() < 1e-11:
            return Hb[0, 0], t, -np.linalg.solve(J.T, Hb[0, 1:])
        t = t - np.linalg.solve(J, Hb[1:, 0])
    raise AssertionError('CCSD not converged')

def antisym(f):
    f = f - f.swapaxes(0, 1) - f.swapaxes(0, 2)
    return f - f.swapaxes(3, 4) - f.swapaxes(3, 5)

def formulas(h, g, t1, t2, l1, l2):
    """Derived tensor expressions in T1-dressed integrals."""
    no, n = t1.shape[0], h.shape[0]
    o, v = slice(0, no), slice(no, n)
    tm = np.zeros((n, n)); tm[v, o] = t1.T
    A, B = np.eye(n) - tm, np.eye(n) + tm
    gt = ein('pP,qQ,PQRS,Rr,Ss->pqrs', A, A, g, B, B)
    ft = A @ h @ B + np.einsum('pmqm->pq', gt[:, o, :, o])
    r1 = ein('mbef,miaf->abei', gt[o, v, v, v], t2)
    Wv = (gt[v, v, v, o] + 0.5 * ein('mnei,mnab->abei', gt[o, o, v, o], t2)
          - r1 + r1.swapaxes(0, 1) - ein('me,miab->abei', ft[o, v], t2))
    r2 = ein('mnie,jnbe->mbij', gt[o, o, o, v], t2)
    Wo = gt[o, v, o, o] + 0.5 * ein('mbef,ijef->mbij', gt[o, v, v, v], t2) + r2 - r2.swapaxes(2, 3)
    M = antisym(ein('jkae,bcei->ijkabc', t2, Wv) - ein('imbc,majk->ijkabc', t2, Wo))
    X = antisym(ein('ia,jkbc->ijkabc', l1, g[o, o, v, v]) + ein('jkbc,ia->ijkabc', l2, ft[o, v])
                + ein('jkae,eibc->ijkabc', l2, gt[v, o, v, v])
                - ein('imbc,jkma->ijkabc', l2, gt[o, o, o, v]))
    w = g[o, o, v, v] * t2
    d2 = np.einsum('pqpq->pq', gt)
    eps = np.diag(h + np.einsum('pmqm->pq', g[:, o, :, o]))
    def parts(x, y):
        one = y @ (np.diag(ft)[v] - w.sum((0, 1, 3)) / 2) - x @ (np.diag(ft)[o] + w.sum((1, 2, 3)) / 2)
        two = (0.5 * ((x @ (d2[o, o] + w.sum((2, 3)) / 2)) * x).sum(1)
               + 0.5 * ((y @ (d2[v, v] + w.sum((0, 1)) / 2)) * y).sum(1)
               + ((x @ (w.sum((1, 3)) - d2[o, v])) * y).sum(1))
        three = (-0.5 * (np.tensordot(x, w.sum(3), 1) * x[:, :, None] * y[:, None, :]).sum((1, 2))
                 - 0.5 * (np.tensordot(x, w.sum(1), 1) * y[:, :, None] * y[:, None, :]).sum((1, 2)))
        return y @ eps[v] - x @ eps[o], one, two, three
    K = np.array([a + b for a in combinations(range(no), 3) for b in combinations(range(n - no), 3)])
    d0, d1, d2b, d3 = parts(np.eye(no)[K[:, :3]].sum(1), np.eye(n - no)[K[:, 3:]].sum(1))
    num = M[tuple(K.T)] * X[tuple(K.T)]
    delta = {'A': -(num / d0).sum(), 'B': -(num / d1).sum(),
             'C': -(num / (d1 + d2b)).sum(), 'D': -(num / (d1 + d2b + d3)).sum()}
    return M, X, parts, delta

def compare(s, H, E, t, lam, M, X, parts, delta):
    """Element-by-element test against the explicit Hbar matrix."""
    T, I = s.T(t), np.eye(s.n)
    ET = s.exp(T, I)
    Hb = s.exp(T, I, -1.0) @ H @ ET
    k3 = np.nonzero(s.rank == 3)[0]
    K = tuple(np.array([s.holes[k] + [a - s.no for a in s.parts[k]] for k in k3]).T)
    Xd = lam @ Hb[1:s.nP][:, k3]
    pr = parts(s.x, s.y)
    errs = (abs(M[K] - Hb[k3, 0]).max(), abs(X[K] - Xd).max(),
            abs(np.diag(Hb) - E - pr[1] - pr[2] - pr[3]).max())
    assert max(errs) < 1e-9 and abs(Hb[0, k3]).max() < 1e-11
    assert abs(Hb[k3, 0]).max() > 1e-4 and abs(Xd).max() > 1e-4
    assert abs((Xd * Hb[k3, 0] / (E - np.diag(Hb)[k3])).sum() - delta['D']) < 1e-10
    return Hb, ET, k3, Xd, pr, errs

def carbon_monoxide(R, extra):
    mol = gto.M(atom=f'C 0 0 0; O 0 0 {R}', basis='sto-3g', symmetry=True, verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.kernel()
    assert mf.converged
    C = np.array(mf.mo_coeff)
    sym = (np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, C)) % 10)[2:]
    eri = ein('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C)
    hc = C.T @ mf.get_hcore() @ C
    u = 2 * np.einsum('pqcc->pq', eri[:, :, :2, :2]) - np.einsum('pccq->pq', eri[:, :2, :2, :])
    ecore = mol.energy_nuc() + np.trace(2 * hc[:2, :2] + u[:2, :2])
    ha, ea = (hc + u)[2:, 2:], np.ascontiguousarray(eri[2:, 2:, 2:, 2:])
    sp = np.arange(16) // 2
    same = (np.arange(16)[:, None] % 2 == np.arange(16)[None, :] % 2) * 1.0
    h = ha[np.ix_(sp, sp)] * same
    g = (ea[np.ix_(sp, sp, sp, sp)] * same[:, :, None, None] * same[None, None]).transpose(0, 2, 1, 3)
    g = g - g.swapaxes(2, 3)
    s = Space(16, 10, lambda c: sum(p % 2 for p in c) == 5
              and np.bitwise_xor.reduce(sym[sp[list(c)]]) == 0)
    H = s.ham(h, g).toarray()
    Eref = H[0, 0] + ecore
    assert abs(Eref - mf.e_tot) < 1e-9
    eps = np.diag(h + np.einsum('pmqm->pq', g[:, :10, :, :10]))
    H0 = np.diag(s.y @ eps[10:] - s.x @ eps[:10])
    W = H - H[0, 0] * np.eye(s.n) - H0
    e0 = np.eye(s.n)[:, 0]
    def exact(Hz):
        ev, U = np.linalg.eigh(Hz)
        k = abs(U[0]).argmax()
        return ev[k], U[:, k]
    t, scal = np.zeros(s.nP - 1), {}
    for z in (0.05, 0.1, 0.2, 0.4, 0.6, 0.8, 1.0):
        Hz = H0 + z * W
        E, t, lam = solve_cc(s, Hz, t)
        if extra and z < 0.15:
            dl = formulas(np.diag(eps) + z * (h - np.diag(eps)), z * g, *s.tensors(t), *s.tensors(lam))[3]
            Ex, psi = exact(Hz)
            T = s.T(t)
            L = s.exp(T.T, psi)
            c = L / L[0] * s.exp(T, Hz @ s.exp(T, e0), -1.0)
            scal[z] = np.array([Ex - E, c[s.rank == 4].sum(), Ex - E - dl['A'], Ex - E - dl['D']])
    amp = s.tensors(t) + s.tensors(lam)
    M, X, parts, dl = formulas(h, g, *amp)
    Hb, ET, k3, Xd, pr, errs = compare(s, Hz, E, t, lam, M, X, parts, dl)
    assert abs(pr[3][k3]).max() > 1e-4
    Ex, psi = exact(Hz)
    L = psi @ ET; L = L / L[0]
    assert abs(L @ Hb - Ex * L).max() < 1e-8
    byrank = [(L * Hb[:, 0])[s.rank == r].sum() for r in range(3, 7)]
    assert abs(sum(byrank) - (Ex - E)) < 1e-9
    block = Xd @ np.linalg.solve(E * np.eye(len(k3)) - Hb[np.ix_(k3, k3)], Hb[k3, 0])
    dbl = s.rank[1:s.nP] == 2
    HT = Hz[1:s.nP][:, k3]
    par_T = -((t @ HT) * (t[dbl] @ HT[dbl]) / pr[0][k3]).sum()
    print(f'--- CO STO-3G frozen core, R = {R} Angstrom: {s.n} A1 determinants, {len(k3)} triples')
    print(f'E_RHF = {Eref:.6f} Eh, E_CCSD = {Eref + E:.6f} Eh, E_FCI = {Eref + Ex:.6f} Eh')
    print(f'reference weight in FCI = {psi[0]**2:.4f}, max|t1| = {abs(amp[0]).max():.4f}, max|t2| = {abs(amp[1]).max():.4f}')
    print(f'E_FCI - E_CCSD = {1e3*(Ex-E):.4f} mEh = {KJ*(Ex-E):.2f} kJ/mol')
    print('exact l.M, ranks 3,4,5,6 (mEh): ' + ' '.join(f'{1e3*b:.4f}' for b in byrank))
    print(f'Lambda with full triples block = {1e3*block:.4f} mEh')
    for k in 'ABCD':
        print(f'delta {k} = {1e3*dl[k]:.4f} mEh, error vs FCI = {1e3*(E+dl[k]-Ex):.4f} mEh')
    print(f'CR-CC(2,3) D: E = {Eref+E+dl["D"]:.6f} Eh, delta = {KJ*dl["D"]:.2f} kJ/mol')
    print(f'(T) = {1e3*par_T:.4f} mEh, error vs FCI = {1e3*(E+par_T-Ex):.4f} mEh')
    print('max deviation formula vs matrix M, X, diagonal (Eh): ' + ' '.join(f'{e:.0e}' for e in errs))
    Dk = E - np.diag(Hb)[k3]
    b = abs(Xd * Hb[k3, 0] / Dk).argmax(); k = k3[b]
    cnt, names = {0: 2, 2: 0, 3: 0}, []
    for q in sym:
        cnt[int(q)] += 1
        names.append(str(cnt[int(q)]) + {0: 'sig', 2: 'pix', 3: 'piy'}[int(q)])
    lab = lambda l: ' '.join(names[p // 2] + '_' + 'ab'[p % 2] for p in l)
    print(f'largest triple: {lab(s.holes[k])} -> {lab(s.parts[k])}')
    print(f'  M = {Hb[k,0]:.6f} Eh, X = {Xd[b]:.6f} Eh, D = {Dk[b]:.5f} Eh, l = X/D = {Xd[b]/Dk[b]:.6f}')
    print(f'  exact l = {L[k]:.6f}, term X M/D = {1e3*Xd[b]*Hb[k,0]/Dk[b]:.4f} mEh')
    print(f'  orbital gap {pr[0][k]:.5f}, 1-body {pr[1][k]:.5f}, 2-body {pr[2][k]:.5f}, 3-body {pr[3][k]:.5f} Eh')
    if not extra:
        return
    sol = fci.direct_spin1.FCI(); sol.verbose = 0; sol.conv_tol = 1e-11
    assert abs(sol.kernel(ha, ea, 8, (5, 5), ecore=ecore)[0] - Eref - Ex) < 1e-7
    step, T = 1e-4, s.T(t)
    fd = (solve_cc(s, Hz + step * W, t)[0] - solve_cc(s, Hz - step * W, t)[0]) / (2 * step)
    an = np.r_[1.0, lam] @ s.exp(T, W @ s.exp(T, e0), -1.0)[:s.nP]
    assert abs(fd - an) < 1e-7
    print(f'dE_CCSD/dz at z=1: finite difference {fd:.7f} Eh, Lambda {an:.7f} Eh')
    pw = np.log2(abs(scal[0.1] / scal[0.05]))
    assert abs(pw[0] - 4) < 0.3 and pw[1:].min() > 4.5
    for z in scal:
        print(f'z={z}: gap, rank-4, error A, error D (Eh): ' + ' '.join(f'{q:.3e}' for q in scal[z]))
    print('powers of z (gap, rank-4, error A, error D): ' + ' '.join(f'{q:.2f}' for q in pw))
    px, py = [5 + int(np.nonzero(sym[5:] == q)[0][0]) for q in (2, 3)]
    assert abs(eps[2 * px] - eps[2 * py]) < 1e-7
    U = np.eye(8); cs = np.sqrt(0.5)
    U[px, px] = U[py, py] = U[px, py] = cs; U[py, px] = -cs
    U = np.kron(U, np.eye(2)); Uv = U[10:, 10:]
    rot = [a @ Uv if a.ndim == 2 else ein('ijab,ac,bd->ijcd', a, Uv, Uv) for a in amp]
    dr = formulas(U.T @ h @ U, ein('pqrs,pa,qb,rc,sd->abcd', g, U, U, U, U), *rot)[3]
    assert abs(dr['A'] - dl['A']) < 1e-9 and abs(dr['B'] - dl['B']) < 1e-9
    assert abs(dr['D'] - dl['D']) > 1e-7
    print('change on 45 deg pi* rotation, A B C D (mEh): ' + ' '.join(f'{1e3*(dr[q]-dl[q]):.4f}' for q in 'ABCD'))

carbon_monoxide(1.1, True)
carbon_monoxide(1.6, False)

# Highest moment rank: random two-body operator and random T1, T2, 7 fermions in 14 orbitals.
rng = np.random.default_rng(7)
s7 = Space(14, 7)
mask = rng.random((14,) * 4) < 0.05
mask[:7, :7, 7:, 7:] = True
H7 = s7.ham(rng.normal(size=(14, 14)), rng.normal(size=(14,) * 4) * mask)
T7 = s7.T(0.3 * rng.normal(size=s7.nP - 1))
e7 = np.zeros(s7.n); e7[0] = 1.0
raw = H7 @ s7.exp(T7, e7)
mom = s7.exp(T7, raw, -1.0)
m6, m7, r7 = abs(mom[s7.rank == 6]).max(), abs(mom[s7.rank == 7]).max(), abs(raw[s7.rank == 7]).max()
assert m6 > 1e-2 and r7 > 1e-2 and m7 < 1e-10 * abs(raw).max()
print(f'--- random model (arb. units): max rank-6 moment {m6:.3f}, rank-7 {m7:.0e}, rank-7 of H e^T {r7:.3f}')

# Additivity: two random non-canonical fragments (3 fermions in 6 orbitals) and their union.
def fragment():
    h = rng.normal(size=(6, 6)) * 0.05
    h = np.diag([-1.5, -1.2, -1.0, 1.0, 1.3, 1.6]) + (h + h.T) / 2
    g = rng.normal(size=(6,) * 4) * 0.05
    g = g - g.swapaxes(0, 1); g = g - g.swapaxes(2, 3)
    return h, (g + g.transpose(2, 3, 0, 1)) / 2
def run_model(h, g):
    s = Space(len(h), len(h) // 2)
    H = s.ham(h, g).toarray(); H = H - H[0, 0] * np.eye(s.n)
    E, t, lam = solve_cc(s, H, np.zeros(s.nP - 1))
    f = formulas(h, g, *s.tensors(t), *s.tensors(lam))
    return s, f[3]['D'], compare(s, H, E, t, lam, *f)
fa, fb = fragment(), fragment()
hab, gab = np.zeros((12, 12)), np.zeros((12,) * 4)
ia, ib = [0, 1, 2, 6, 7, 8], [3, 4, 5, 9, 10, 11]
for (hf, gf), ix in ((fa, ia), (fb, ib)):
    hab[np.ix_(ix, ix)] = hf; gab[np.ix_(ix, ix, ix, ix)] = gf
da, db = run_model(*fa)[1], run_model(*fb)[1]
sab, dab, res = run_model(hab, gab)
mixed = np.array([0 < sum(p in ia for p in sab.holes[k] + sab.parts[k]) < 6 for k in res[2]])
mm, xm = abs(res[0][res[2], 0][mixed]).max(), abs(res[3][mixed]).max()
assert abs(dab - da - db) < 1e-6 * (abs(da) + abs(db)) and mm < 1e-10 and xm > 1e-6
print(f'fragments: delta D(A) = {da:.6e}, D(B) = {db:.6e}, D(AB) = {dab:.6e} Eh')
print(f'mixed triples: max|M| = {mm:.0e} Eh, max|X| = {xm:.2e} Eh')
print(f'1 Eh = {KJ:.2f} kJ/mol')
print('OK')
```

Printed output:

```
--- CO STO-3G frozen core, R = 1.1 Angstrom: 792 A1 determinants, 224 triples
E_RHF = -111.219048 Eh, E_CCSD = -111.344510 Eh, E_FCI = -111.351528 Eh
reference weight in FCI = 0.9245, max|t1| = 0.0407, max|t2| = 0.1076
E_FCI - E_CCSD = -7.0173 mEh = -18.42 kJ/mol
exact l.M, ranks 3,4,5,6 (mEh): -6.0898 -0.8892 -0.0380 -0.0003
Lambda with full triples block = -6.7896 mEh
delta A = -6.4073 mEh, error vs FCI = 0.6100 mEh
delta B = -5.8810 mEh, error vs FCI = 1.1363 mEh
delta C = -9.6388 mEh, error vs FCI = -2.6214 mEh
delta D = -9.2277 mEh, error vs FCI = -2.2104 mEh
CR-CC(2,3) D: E = -111.353738 Eh, delta = -24.23 kJ/mol
(T) = -6.2138 mEh, error vs FCI = 0.8035 mEh
max deviation formula vs matrix M, X, diagonal (Eh): 2e-16 2e-16 3e-14
largest triple: 1pix_a 1pix_b 1piy_a -> 2pix_a 2pix_b 2piy_a
  M = -0.046062 Eh, X = -0.042408 Eh, D = -1.95946 Eh, l = X/D = 0.021643
  exact l = 0.013649, term X M/D = -0.9969 mEh
  orbital gap 2.68689, 1-body 2.99996, 2-body -1.17205, 3-body 0.13155 Eh
dE_CCSD/dz at z=1: finite difference -0.2596079 Eh, Lambda -0.2596079 Eh
z=0.05: gap, rank-4, error A, error D (Eh): -5.062e-08 -2.887e-10 9.781e-11 9.409e-10
z=0.1: gap, rank-4, error A, error D (Eh): -7.923e-07 -9.074e-09 2.689e-09 2.945e-08
powers of z (gap, rank-4, error A, error D): 3.97 4.97 4.78 4.97
change on 45 deg pi* rotation, A B C D (mEh): -0.0000 0.0000 -0.1771 -0.2477
--- CO STO-3G frozen core, R = 1.6 Angstrom: 792 A1 determinants, 224 triples
E_RHF = -110.974194 Eh, E_CCSD = -111.185641 Eh, E_FCI = -111.228547 Eh
reference weight in FCI = 0.6894, max|t1| = 0.2150, max|t2| = 0.1757
E_FCI - E_CCSD = -42.9053 mEh = -112.65 kJ/mol
exact l.M, ranks 3,4,5,6 (mEh): -36.4493 -5.1621 -1.3281 0.0342
Lambda with full triples block = -36.0634 mEh
delta A = -50.9966 mEh, error vs FCI = -8.0912 mEh
delta B = -39.2460 mEh, error vs FCI = 3.6593 mEh
delta C = -71.8420 mEh, error vs FCI = -28.9367 mEh
delta D = -64.5042 mEh, error vs FCI = -21.5988 mEh
CR-CC(2,3) D: E = -111.250145 Eh, delta = -169.36 kJ/mol
(T) = -45.6532 mEh, error vs FCI = -2.7479 mEh
max deviation formula vs matrix M, X, diagonal (Eh): 4e-16 7e-17 3e-14
largest triple: 5sig_a 1pix_a 1pix_b -> 2pix_a 2pix_b 6sig_a
  M = -0.076445 Eh, X = -0.081068 Eh, D = -1.36841 Eh, l = X/D = 0.059242
  exact l = 0.046219, term X M/D = -4.5288 mEh
  orbital gap 1.86775, 1-body 2.38812, 2-body -1.19756, 3-body 0.17785 Eh
--- random model (arb. units): max rank-6 moment 91.176, rank-7 1e-13, rank-7 of H e^T 20.010
fragments: delta D(A) = 2.511521e-07, D(B) = 9.224550e-06, D(AB) = 9.475702e-06 Eh
mixed triples: max|M| = 2e-17 Eh, max|X| = 2.44e-02 Eh
1 Eh = 2625.50 kJ/mol
OK
```
